\section*{Edge correction for a collinear four-point probe on a thin film}

\section*{The problem}

A thin conducting film occupies the half-plane $y\ge 0$. Its edge $y=0$ is insulating, and every other edge is so far away that it may be ignored. The film is uniform, isotropic and ohmic, with sheet resistance $R_s$. Its thickness is much smaller than the contact spacing $s$, so the current flow at distances of order $s$ from a contact is two-dimensional.

Four small contacts lie on a line parallel to the edge, at distance $d$ from it:
\begin{equation}
(x_n,y_n)=\bigl((n-1)s,\;d\bigr),\qquad n=1,2,3,4 .
\end{equation}
A direct current $I>0$ enters the film at contact 1 and leaves at contact 4. The voltage $V=\phi_2-\phi_3$ is measured between contacts 2 and 3, which draw no current. The contacts are much smaller than $s$ and are treated as points. The four-point resistance is $R(d)=V/I$, and its value far from all edges is called $R_\infty$. Define
\begin{equation}
u=\frac{d}{s},\qquad F(u)=\frac{R(d)}{R_\infty}.
\label{eq:defF}
\end{equation}

\section*{Part (a): the unbounded sheet}

\textbf{Question.} Find the potential of a single point contact in an unbounded sheet, and from it find $R_\infty$.

\textbf{Answer.} Let $\mathbf K$ be the sheet current density, that is, the current per unit length of a line drawn across the film. Ohm's law reads
\begin{equation}
\mathbf K=-\frac{1}{R_s}\nabla\phi .
\label{eq:ohm}
\end{equation}
In a steady state $\nabla\cdot\mathbf K=0$ away from the contacts. Since $R_s$ is uniform, this gives $\nabla^2\phi=0$ there.

A current $I$ entering at one point spreads equally in all directions. The same current crosses every circle of radius $r$ about the contact, so $2\pi rK_r=I$. With equation \eqref{eq:ohm},
\begin{equation}
\frac{d\phi}{dr}=-R_sK_r=-\frac{IR_s}{2\pi r}
\quad\Longrightarrow\quad
\phi(r)=-\frac{IR_s}{2\pi}\ln r+\text{constant}.
\label{eq:single}
\end{equation}
The potential falls away from a contact that feeds current in, as it should. The unit chosen for $r$ affects the constant alone. A contact that removes current has the opposite sign.

Laplace's equation is linear, so the contributions of contacts 1 and 4 add. With $r_1$ and $r_4$ the distances from these contacts,
\begin{equation}
\phi=-\frac{IR_s}{2\pi}\left(\ln r_1-\ln r_4\right)
=\frac{IR_s}{2\pi}\ln\frac{r_4}{r_1},
\end{equation}
where the constant is chosen so that $\phi\to0$ far away. At contact 2, $r_1=s$ and $r_4=2s$. At contact 3, $r_1=2s$ and $r_4=s$. Therefore
\begin{equation}
\phi_2=\frac{IR_s}{2\pi}\ln2,\qquad
\phi_3=-\frac{IR_s}{2\pi}\ln2 .
\end{equation}
Their difference is $V=(IR_s/\pi)\ln2$, and
\begin{equation}
R_\infty=\frac{\ln2}{\pi}R_s .
\label{eq:open}
\end{equation}
The spacing has cancelled because the logarithms depend on ratios of distances. An unbounded sheet provides no other length with which $s$ could be compared. An edge provides one, namely $d$.

\section*{Part (b): the insulating edge}

\textbf{Question.} State the boundary condition at $y=0$. For $d>0$, construct a potential that satisfies it, and explain why this is the required solution.

\textbf{Answer.} No current crosses the edge, so $K_y=0$ there. By equation \eqref{eq:ohm},
\begin{equation}
\left.\frac{\partial\phi}{\partial y}\right|_{y=0}=0 .
\label{eq:neumann}
\end{equation}

Imagine the film continued into $y<0$, and give each current contact an image at its mirror position, with a current of the same sign. The images lie at $(0,-d)$ and $(3s,-d)$. For contact 1 and its image, the distances to a point $(x,y)$ satisfy
\begin{equation}
r_1^2=x^2+(y-d)^2,\qquad r_1'^2=x^2+(y+d)^2 .
\end{equation}
Since $\ln r=\frac12\ln r^2$,
\begin{equation}
\frac{\partial}{\partial y}\left(\ln r_1+\ln r_1'\right)
=\frac{y-d}{r_1^2}+\frac{y+d}{r_1'^2}.
\end{equation}
At $y=0$ the two denominators are equal and the numerators are $-d$ and $+d$, so the sum vanishes. The same holds for contact 4 and its image. Thus
\begin{equation}
\phi=-\frac{IR_s}{2\pi}
\left(\ln r_1+\ln r_1'-\ln r_4-\ln r_4'\right)
\label{eq:image}
\end{equation}
satisfies equation \eqref{eq:neumann}.

The images lie outside the real film. Inside it, equation \eqref{eq:image} obeys Laplace's equation except at the real contacts, where its singular terms describe the prescribed currents $+I$ and $-I$. Far away it tends to zero, because the sources and sinks balance.

To see that no other solution is possible, let $w$ be the difference between two solutions with the same contact currents, both tending to constants far away. The logarithmic singularities cancel in $w$, which is therefore harmonic and bounded in the film, with $\partial w/\partial y=0$ at the edge. This condition allows $w$ to be continued evenly into $y<0$ as a harmonic function. A bounded harmonic function on the whole plane is constant. The two solutions can differ only by a constant, which does not affect $V$.

\section*{Part (c): the correction factor}

\textbf{Question.} Find $R(d)$ and $F(u)$. How is the sheet resistance obtained from a measured $V/I$?

\textbf{Answer.} The vertical separation between contact 2 and either image is $2d$. The horizontal separations are $s$ from the image of contact 1 and $2s$ from the image of contact 4. Hence, at contact 2,
\begin{equation}
\begin{aligned}
r_1&=s, & r_1'&=\sqrt{s^2+4d^2},\\
r_4&=2s, & r_4'&=\sqrt{4s^2+4d^2}.
\end{aligned}
\end{equation}
Substitution in equation \eqref{eq:image} gives
\begin{equation}
\phi_2=\frac{IR_s}{2\pi}\left[\ln2+\frac12
\ln\frac{4s^2+4d^2}{s^2+4d^2}\right].
\end{equation}
At contact 3 the distances to the source and the sink are interchanged, and so are the distances to their images. Every logarithm changes sign in the combination, so $\phi_3=-\phi_2$ and $V=2\phi_2$:
\begin{equation}
R(d)=\frac{R_s}{2\pi}\left[2\ln2+
\ln\frac{4s^2+4d^2}{s^2+4d^2}\right].
\label{eq:Rd}
\end{equation}
The first term comes from the real contacts and the second from the images.

Divide by $R_\infty=(R_s/2\pi)\,2\ln2$. In the remaining logarithm, divide numerator and denominator by $4s^2$. The result is
\begin{equation}
F(u)=1+\frac{1}{2\ln2}\ln\frac{1+u^2}{\frac14+u^2}.
\label{eq:F}
\end{equation}
Since $V/I=(\ln2/\pi)R_sF$, the sheet resistance is
\begin{equation}
R_s=\frac{\pi}{\ln2}\,\frac{V}{I}\,\frac{1}{F(d/s)} .
\label{eq:correct}
\end{equation}
The edge raises the measured resistance, so the correction divides by $F$.

\section*{Part (d): approach to the edge}

\textbf{Question.} Show that the four-point resistance rises steadily as the probe approaches the edge, and that it tends to twice $R_\infty$ as $d\to0$. Explain the factor two without using images. What would happen if the edge were a perfect conductor instead?

\textbf{Answer.} Because $1+u^2=\left(\frac14+u^2\right)+\frac34$,
\begin{equation}
\frac{1+u^2}{\frac14+u^2}=1+\frac{3/4}{\frac14+u^2}.
\label{eq:argument}
\end{equation}
The right-hand side increases steadily as $u$ decreases, and the logarithm is an increasing function, so $F$ rises steadily towards the edge. At $u=0$ the argument equals $1+3=4$, and
\begin{equation}
F(0)=1+\frac{\ln4}{2\ln2}=2,\qquad
\lim_{d\to0}R(d)=2R_\infty=\frac{2\ln2}{\pi}R_s .
\end{equation}
As $u\to\infty$ the argument tends to 1 and $F\to1$, which recovers the unbounded sheet.

The factor two also follows from symmetry. Take an unbounded sheet with all four contacts on the line $y=0$, and pass a current $I_0$ through it. The potential is the same at $(x,y)$ and $(x,-y)$, so no current crosses the line between or beyond the contacts. The sheet can be cut along this line without disturbing the flow. Each half then carries $I_0/2$, while the voltage between contacts 2 and 3 is still $I_0R_\infty$. For one half alone,
\begin{equation}
R(0)=\frac{I_0R_\infty}{I_0/2}=2R_\infty .
\end{equation}
The material has not become more resistive. The current has half the angular range in which to spread, so a given total current produces twice the current density at each point.

This argument does not require a thin film. It also applies to a uniform slab of any thickness cut at right angles to its surface, provided that $R_\infty$ is the value for the uncut slab. At intermediate distances, however, equation \eqref{eq:F} does rely on the logarithmic potential of a thin film.

A perfectly conducting edge has a uniform potential. Images of opposite sign give $\phi=0$ along $y=0$, because each contact and its image are equally far from any point of that line. The image term in equation \eqref{eq:Rd} then changes sign, and the factor becomes
\begin{equation}
F_{\mathrm{cond}}(u)=1-\frac{1}{2\ln2}
\ln\frac{1+u^2}{\frac14+u^2}=2-F(u).
\end{equation}
It tends to zero at the edge, where the conductor short-circuits the voltage contacts. The doubling therefore depends on the edge being insulating.

\section*{Part (e): near and far}

\textbf{Question.} Find the leading departure of $F$ from its limits for small and large $u$. At what distance does the edge raise the resistance by a given fraction $\varepsilon$ of $R_\infty$, with $0<\varepsilon<1$?

\textbf{Answer.} For small $u$, multiply numerator and denominator in equation \eqref{eq:F} by 4 and separate the logarithms:
\begin{align}
\ln\frac{4(1+u^2)}{1+4u^2}
&=2\ln2+\ln(1+u^2)-\ln(1+4u^2)\nonumber\\
&=2\ln2+u^2-4u^2+O(u^4).
\end{align}
Division by $2\ln2$ and addition of 1 give
\begin{equation}
F(u)=2-\frac{3}{2\ln2}u^2+O(u^4),\qquad
\frac{3}{2\ln2}=2.164 .
\label{eq:near}
\end{equation}
There is no linear term, so a small displacement from the edge has little effect. At $u=0.1$ the full formula gives $F=1.979$, about 1\% below 2.

For large $u$, use equation \eqref{eq:argument} with $\ln(1+z)=z+O(z^2)$. To leading order $z=3/(4u^2)$, and
\begin{equation}
F(u)=1+\frac{3}{8\ln2}\frac1{u^2}+O(u^{-4}),\qquad
\frac{3}{8\ln2}=0.541 .
\label{eq:far}
\end{equation}
The inverse square has a simple origin. The image source and sink form a pair of fixed separation $3s$. At a large distance their field falls as $1/d^2$, and contacts 2 and 3 sample it over the fixed length $s$.

For a stated excess, set $F=1+\varepsilon$. Equations \eqref{eq:F} and \eqref{eq:argument} give
\begin{equation}
2\varepsilon\ln2=\ln\left(1+\frac{3/4}{\frac14+u^2}\right).
\end{equation}
Exponentiate, using $e^{2\varepsilon\ln2}=4^\varepsilon$, and solve for $u$:
\begin{equation}
4^\varepsilon-1=\frac{3/4}{\frac14+u^2}
\quad\Longrightarrow\quad
u=\sqrt{\frac{3/4}{4^\varepsilon-1}-\frac14}.
\label{eq:threshold}
\end{equation}
For $0<\varepsilon<1$ the quantity under the root is positive. An excess of 1\% occurs at $d=7.31s$, and one of 0.1\% at $d=23.2s$. Reducing the excess tenfold requires roughly $\sqrt{10}$ times the distance, as equation \eqref{eq:far} implies.

Values from equation \eqref{eq:F} span the two limits:
\begin{center}
\begin{tabular}{cc}
$d/s$ & $F$\\
\hline
0 & 2.000\\
0.25 & 1.883\\
0.5 & 1.661\\
1 & 1.339\\
2 & 1.117\\
5 & 1.021\\
10 & 1.005
\end{tabular}
\end{center}
Most of the change occurs within two contact spacings of the edge.

\section*{Part (f): a measurement}

\textbf{Question.} A probe with $s=1.00$ mm is placed at $d=1.00$ mm. A current of 1.00 mA produces a voltage of 30.00 mV. Find the sheet resistance with and without the edge correction. How much does the corrected value change if $d$ is in error by 0.05 mm?

\textbf{Answer.} The measured resistance is
\begin{equation}
\frac VI=\frac{30.00\times10^{-3}\ \mathrm{V}}
{1.00\times10^{-3}\ \mathrm{A}}=30.00\ \Omega .
\end{equation}
The multiplier for an unbounded sheet is $\pi/\ln2=4.532$. Without the edge correction, the sheet resistance would be reported as
\begin{equation}
\frac{\pi}{\ln2}\frac VI=136.0\ \Omega\text{ per square}.
\end{equation}
Here $u=1$, and equation \eqref{eq:F} gives
\begin{equation}
F(1)=1+\frac{\ln(8/5)}{2\ln2}=1.339 .
\end{equation}
The corrected value is
\begin{equation}
R_s=\frac{135.97\ \Omega}{1.3390}=101.5\ \Omega\text{ per square}.
\end{equation}
The uncorrected value is too high by 33.9\% of the corrected one.

If the true distance is 0.95 mm, the corrected result becomes $99.9\ \Omega$ per square. If it is 1.05 mm, the result becomes $103.1\ \Omega$ per square. A smaller distance means a larger $F$, and hence a smaller $R_s$ for the same reading. The change is about 1.6 to 1.7\% of the nominal result, for a 5\% error in $d$.

The derivative of $F$ accounts for this size. From equation \eqref{eq:F},
\begin{align}
\frac{dF}{du}
&=\frac{1}{2\ln2}\left(\frac{2u}{1+u^2}
-\frac{2u}{\frac14+u^2}\right)\nonumber\\
&=-\frac{3u}{4\ln2\,(1+u^2)\left(\frac14+u^2\right)} .
\end{align}
At $u=1$ this equals $-3/(10\ln2)=-0.433$. At fixed $V/I$, $R_s$ is proportional to $1/F$, so to first order
\begin{equation}
\frac{\delta R_s}{R_s}=-\frac{1}{F}\frac{dF}{du}\,\delta u
=\frac{0.433}{1.339}\,\delta u=0.323\,\delta u .
\end{equation}
For $\delta u=0.05$ the change is 1.6\%. The derivative vanishes at $u=0$ and tends to zero at large $u$. For point contacts and an ideal insulating edge, a probe set on the edge, or far from it, is therefore less sensitive to a small position error than this one. The sensitivity is not monotonic in between: $-F^{-1}dF/du$ peaks at about 0.52 near $u=0.45$ and exceeds its value at $u=1$ for $u$ between about 0.17 and 1, so moving part of the way towards the edge makes a position error more costly.

These figures include no allowance for a second nearby edge, a tilted probe line, unequal contact spacings or leakage through the edge. Each of these changes the geometry or the boundary condition from which $F$ was derived.

All numerical values are calculated from the stated model.
